# Electron-Hole Pairs in a Small, Exactly Neutral Intrinsic Crystal: test program

```python
"""
Pair number of an isolated, exactly neutral intrinsic crystal.
Result under test:  <N> = z I1(2z)/I0(2z),  <N^2> = z^2,  z = ni V.
N: number of electron-hole pairs; ni: bulk intrinsic density; V: volume;
I0, I1, I2: modified Bessel functions; n, p: electron and hole numbers.
lambda = h/sqrt(2 pi m k T): thermal wavelength of a carrier of mass m.
Independent nondegenerate carriers; material values are rough, silicon-like.
"""
from itertools import combinations
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erf, gammaln, ive, comb


def mean_pairs(z):
    return z * ive(1, 2 * z) / ive(0, 2 * z)


def fano(z):
    """Variance divided by mean of the pair number."""
    m = mean_pairs(z)
    return (z * z - m * m) / m


def elementary_sums(weights, nmax):
    e = np.zeros(nmax + 1)
    e[0] = 1.0
    for w in weights:
        e[1:] += w * e[:-1]
    return e


def constrained(z, excess_weight, nmax=70):
    """Direct double sum over n and p; excess_weight acts on p - n.
    Returns <n>, <p>, <n p>."""
    k = np.arange(nmax + 1)
    single = np.exp(k * np.log(z) - gammaln(k + 1))
    n, p = np.meshgrid(k, k, indexing="ij")
    w = np.outer(single, single) * excess_weight(p - n)
    w /= w.sum()
    return (w * n).sum(), (w * p).sum(), (w * n * p).sum()


def neutral(s):
    return (s == 0) * 1.0


# --- Fixed electron number: enumerate all many-electron states ---
valence = np.array([-1.9, -1.4, -1.1, -0.6, -0.5])     # energies in kT
conduction = np.array([0.4, 0.7, 1.3, 1.6, 2.2])
levels = np.concatenate([valence, conduction])
enumerated = np.zeros(6)
for filled in combinations(range(10), 5):
    count = sum(i >= 5 for i in filled)
    enumerated[count] += np.exp(-levels[list(filled)].sum())
enumerated /= enumerated.sum()
paired = (elementary_sums(np.exp(-conduction), 5)
          * elementary_sums(np.exp(valence), 5))
assert np.allclose(enumerated, paired / paired.sum(), rtol=1e-11)


# --- Hard-wall box sums, argument a = lambda / edge ---
def box_sum(a):
    top = int(np.sqrt(160 / np.pi) / a) + 2
    j = np.arange(1, top + 1)
    return np.exp(-np.pi * a * a * j * j / 4).sum()


for a in (0.01, 0.1, 0.3):
    assert abs(box_sum(a) * a - (1 - a / 2)) < 1e-10


# --- True fermions in a box against the Bessel law and its correction ---
def box_weights(a):
    top = int(np.sqrt(120 / np.pi) / a) + 1
    s = np.arange(1, top + 1) ** 2
    r2 = (s[:, None, None] + s[None, :, None] + s[None, None, :]).ravel()
    w = np.exp(-np.pi * a * a * r2 / 4)
    return np.repeat(w[w > 1e-13], 2)                  # two spins


z_toy, nmax = 2.0, 25
w_e, w_h = box_weights(1 / 5), box_weights(1 / 4)
eta_toy = sum((w ** 2).sum() / w.sum() ** 2 for w in (w_e, w_h))
N = np.arange(nmax + 1)
fermi = (z_toy ** (2 * N) * elementary_sums(w_e / w_e.sum(), nmax)
         * elementary_sums(w_h / w_h.sum(), nmax))
mean_fermi = (N * fermi).sum() / fermi.sum()
ideal = np.exp(2 * N * np.log(z_toy) - 2 * gammaln(N + 1))
ideal /= ideal.sum()
cov = ((ideal * N * N * (N - 1)).sum()
       - (ideal * N).sum() * (ideal * N * (N - 1)).sum())
shift = mean_fermi - mean_pairs(z_toy)
shift_first = -eta_toy / 2 * cov
# first order in eta: remainder is of relative order eta times a few
assert abs(shift / shift_first - 1) < 0.05

# --- Partition sum, mean, mass action and fluctuations ---
for z in (0.03, 0.4, 1.0, 3.0, 8.0):
    proj = quad(lambda t: np.exp(2 * z * (np.cos(t) - 1)), 0, np.pi,
                epsabs=1e-12)[0] / np.pi
    assert abs(proj / ive(0, 2 * z) - 1) < 1e-9
    n_mean, p_mean, product = constrained(z, neutral)
    assert abs(n_mean / mean_pairs(z) - 1) < 1e-10
    assert abs(product / z ** 2 - 1) < 1e-10
    free = constrained(z, lambda s: np.ones(s.shape))
    assert abs(free[0] / z - 1) < 1e-10                # no constraint
    # gap derivative: z is proportional to exp(-gap/2kT)
    d = 1e-4
    slope = -(np.log(mean_pairs(z * np.exp(-d / 2)))
              - np.log(mean_pairs(z * np.exp(d / 2)))) / (2 * d)
    assert abs(slope - fano(z)) < 1e-6
small, large = 0.05, 50.0
rest = (mean_pairs(small) - small ** 2 + small ** 4 / 2) / small ** 6
assert abs(rest - 1 / 3) < 2e-3
rest = mean_pairs(large) - (large - 0.25 - 1 / (32 * large))
assert abs(rest) * large ** 2 < 0.03
assert abs(fano(1e-3) - 1) < 1e-5 and abs(fano(500.0) - 0.5) < 1e-3


# --- Traps and donors: Bessel formulas against direct sums ---
def bes(k, z):
    return ive(abs(k), 2 * z)


def one_trap(z, x):
    norm = bes(0, z) + x * bes(1, z)
    return (z * (bes(1, z) + x * bes(2, z)) / norm,
            z * (bes(1, z) + x * bes(0, z)) / norm)


def many_traps(z, K):
    s = np.arange(-K // 2, K // 2 + 1)
    c = comb(K, K // 2 + s)
    return z * (c * bes(s - 1, z)).sum() / (c * bes(s, z)).sum()


for z in (0.02, 0.7, 4.0):
    for x in (0.2, 1.0, 3.0):
        direct = constrained(z, lambda s: (s == 0) + x * (s == 1))
        assert np.allclose(direct[:2], one_trap(z, x), rtol=1e-9)
    assert abs(one_trap(z, 1.0)[1] / z - 1) < 1e-12
    direct = constrained(z, lambda s: comb(6, 3 + s))
    assert np.allclose(direct[:2], many_traps(z, 6), rtol=1e-9)
    direct = constrained(z, lambda s: (s == -1) * 1.0)
    assert abs(direct[1] / (z * bes(2, z) / bes(1, z)) - 1) < 1e-9
assert abs(many_traps(1e-4, 6) / 1e-4 - 6 / 8) < 1e-3
# trap weight from unequal band sums A (electrons), B (holes), trap factor t
A, B, t = 0.3, 1.7, 0.45
k = np.arange(40)
u = np.exp(k * np.log(A * B) - 2 * gammaln(k + 1))
v = t * np.exp(k * np.log(A) + (k + 1) * np.log(B)
               - gammaln(k + 1) - gammaln(k + 2))
holes = ((k * u).sum() + ((k + 1) * v).sum()) / (u.sum() + v.sum())
assert abs(holes / one_trap(np.sqrt(A * B), t * np.sqrt(B / A))[1] - 1) < 1e-10

# --- Silicon-like example; all material inputs are rough values ---
T, gap = 300.0, 1.12                                   # K, eV
m_long, m_trans, m_heavy, m_light = 0.92, 0.19, 0.49, 0.16
valleys, eps_r = 6, 11.7
kB = sc.k / sc.e                                       # eV/K
kT = kB * T


def wavelength(m, temp=T):
    """Thermal wavelength in nm."""
    return 1e9 * sc.h / np.sqrt(2 * np.pi * m * sc.m_e * sc.k * temp)


def band_densities(temp=T):
    """Effective densities of states in cm^-3."""
    lam_l, lam_t = wavelength(m_long, temp), wavelength(m_trans, temp)
    nc = 2 * valleys / (lam_l * lam_t ** 2)
    nv = 2 * sum(wavelength(m, temp) ** -3 for m in (m_heavy, m_light))
    return nc * 1e21, nv * 1e21


def intrinsic(temp=T, eg=gap):
    nc, nv = band_densities(temp)
    return np.sqrt(nc * nv) * np.exp(-eg / (2 * kB * temp))


Nc, Nv = band_densities()
ni = intrinsic()
print(f"temperature {T:.0f} K, kT = {1e3 * kT:.2f} meV, gap {gap:.2f} eV")
print(f"electron masses {m_long}, {m_trans} m0; valleys {valleys}")
print(f"hole masses {m_heavy}, {m_light} m0; permittivity {eps_r}")
print(f"Nc = {Nc:.3e} cm^-3, Nv = {Nv:.3e} cm^-3")
print(f"ni = {ni:.3e} cm^-3")
print(f"edge at which z = 1: {1e4 * ni ** (-1 / 3):.2f} um")
print(f"mean pairs at z = 1: {mean_pairs(1.0):.4f}")
print("edge (um) | z | mean pairs | mean/z | variance/mean")
for edge in (1, 2, 5, 10, 20):
    zz = ni * (edge * 1e-4) ** 3
    m = mean_pairs(zz)
    print(f"{edge:3d} | {zz:.4e} | {m:.4e} | {m / zz:.5f} | {fano(zz):.4f}")

L = 1000.0                                             # nm
volume = (L * 1e-7) ** 3                               # cm^3
z1 = ni * volume
pairs = mean_pairs(z1)
print("Neglected effects for the 1 um cube:")
lam_l, lam_t = wavelength(m_long), wavelength(m_trans)
conf_e = (box_sum(lam_l / L) * box_sum(lam_t / L) ** 2
          * lam_l * lam_t ** 2 / L ** 3)
lam_h = [wavelength(m) for m in (m_heavy, m_light)]
conf_h = (sum(box_sum(q / L) ** 3 for q in lam_h)
          / sum((L / q) ** 3 for q in lam_h))
print(f"thermal wavelengths, electrons: {lam_l:.2f}, {lam_t:.2f} nm")
print(f"thermal wavelengths, holes: {lam_h[0]:.2f}, {lam_h[1]:.2f} nm")
print(f"confinement changes pairs by {100 * (conf_e * conf_h - 1):.2f} %")
eta = (1 / Nc + 1 / Nv) / (2 ** 1.5 * volume)
print(f"exclusion parameter, electrons plus holes: {eta:.2e}")
print(f"exclusion test at z = {z_toy:.0f}: shift {shift:.3e} pairs")
print(f"  first-order prediction {shift_first:.3e} pairs")


def cube_factor(u):
    return np.sqrt(np.pi) * erf(u) / u + np.expm1(-u * u) / u ** 2


inv_r = 2 / np.sqrt(np.pi) * quad(lambda u: cube_factor(u) ** 3,
                                  1e-9, np.inf, limit=200)[0]
rng = np.random.default_rng(7)
sample = np.linalg.norm(rng.random((800000, 3)) - rng.random((800000, 3)),
                        axis=1)
assert abs((1 / sample).mean() - inv_r) < 0.01         # sampling noise
coulomb_nm = 1e9 * sc.e / (4 * np.pi * sc.epsilon_0)   # eV nm
l_B = coulomb_nm / (eps_r * kT)
print(f"length where attraction equals kT: {l_B:.2f} nm")
print(f"mean inverse distance in unit cube: {inv_r:.4f}")
print(f"attraction raises pairs by about {100 * l_B * inv_r / L:.2f} %")
m_cond = 3 / (1 / m_long + 2 / m_trans)
mu = 1 / (1 / m_cond + 1 / m_heavy)
rydberg = sc.value("Rydberg constant times hc in eV")
bind = rydberg * mu / eps_r ** 2
exciton = wavelength(mu) ** 3 * np.exp(bind / kT) / L ** 3
print(f"exciton binding estimate {1e3 * bind:.1f} meV")
print(f"ground excitons per free pair: {exciton:.1e}")
m_so, split = 0.23, 0.044
so = 2e21 * wavelength(m_so) ** -3 * np.exp(-split / kT) / Nv
print(f"split-off band ({m_so} m0, {1e3 * split:.0f} meV): Nv +{100 * so:.1f} %")
print(f"gap lower by 10 meV: pairs +{100 * np.expm1(0.01 / kT):.0f} %")
for eg in (gap, gap - 0.02):
    Tc = brentq(lambda q: np.log(intrinsic(q, eg) * volume), 250, 600)
    print(f"z = 1 reached at {Tc:.0f} K for gap {eg:.2f} eV")

dopant_density, donor_depth = 1e12, 0.045              # cm^-3, eV
ionized = Nc * volume * np.exp(-donor_depth / kT) / 2
donor_holes = z1 * bes(2, z1) / bes(1, z1)
assert abs(donor_holes / (z1 ** 2 / 2) - 1) < 1e-3
print(f"dopants at {dopant_density:.0e} cm^-3: {dopant_density * volume:.1f}")
print(f"donor {1e3 * donor_depth:.0f} meV deep, free/bound: {ionized:.1e}")
print(f"holes beside one ionized donor: {donor_holes:.2e}")
trap_n, trap_p = one_trap(z1, 1.0)
print(f"one trap, weight 1: electrons {trap_n:.2e}, holes {trap_p:.2e}")
trap_density = 1e10                                    # cm^-2 eV^-1
active = trap_density * 6 * (L * 1e-7) ** 2 * kT
K = 2 * max(1, int(round(active / 2)))
print(f"surface traps at {trap_density:.0e} /(cm2 eV): {active:.1f} in kT")
print(f"{K} traps at intrinsic level: holes/z = {many_traps(z1, K) / z1:.3f}")
radius = L * (3 / (4 * np.pi)) ** (1 / 3)
charging = coulomb_nm / (2 * radius)
contact = constrained(z1, lambda s: np.exp(-charging * s * s / kT))
assert abs(contact[1] / z1 - np.exp(-charging / kT)) < 3 * z1
print(f"charging energy (equal-volume sphere): {1e3 * charging:.2f} meV")
print(f"with a contact at intrinsic level: holes/z = {contact[1] / z1:.3f}")
lifetime = 1e-6                                        # s
print(f"pair lifetime {1e6 * lifetime:.0f} us: thermal generation "
      f"{pairs / lifetime:.0f} pairs/s")
print("all assertions hold")
```

It prints:

```
temperature 300 K, kT = 25.85 meV, gap 1.12 eV
electron masses 0.92, 0.19 m0; valleys 6
hole masses 0.49, 0.16 m0; permittivity 11.7
Nc = 2.744e+19 cm^-3, Nv = 1.021e+19 cm^-3
ni = 6.549e+09 cm^-3
edge at which z = 1: 5.34 um
mean pairs at z = 1: 0.6978
edge (um) | z | mean pairs | mean/z | variance/mean
  1 | 6.5491e-03 | 4.2890e-05 | 0.00655 | 1.0000
  2 | 5.2393e-02 | 2.7413e-03 | 0.05232 | 0.9986
  5 | 8.1864e-01 | 5.1434e-01 | 0.62828 | 0.7886
 10 | 6.5491e+00 | 6.2939e+00 | 0.96103 | 0.5207
 20 | 5.2393e+01 | 5.2142e+01 | 0.99522 | 0.5024
Neglected effects for the 1 um cube:
thermal wavelengths, electrons: 4.49, 9.87 nm
thermal wavelengths, holes: 6.15, 10.76 nm
confinement changes pairs by -2.22 %
exclusion parameter, electrons plus holes: 4.75e-08
exclusion test at z = 2: shift -7.581e-03 pairs
  first-order prediction -7.632e-03 pairs
length where attraction equals kT: 4.76 nm
mean inverse distance in unit cube: 1.8823
attraction raises pairs by about 0.90 %
exciton binding estimate 16.8 meV
ground excitons per free pair: 2.2e-06
split-off band (0.23 m0, 44 meV): Nv +4.9 %
gap lower by 10 meV: pairs +47 %
z = 1 reached at 382 K for gap 1.12 eV
z = 1 reached at 376 K for gap 1.10 eV
dopants at 1e+12 cm^-3: 1.0
donor 45 meV deep, free/bound: 2.4e+06
holes beside one ionized donor: 2.14e-05
one trap, weight 1: electrons 4.28e-05, holes 6.55e-03
surface traps at 1e+10 /(cm2 eV): 15.5 in kT
16 traps at intrinsic level: holes/z = 0.889
charging energy (equal-volume sphere): 1.16 meV
with a contact at intrinsic level: holes/z = 0.956
pair lifetime 1 us: thermal generation 43 pairs/s
all assertions hold
```
